# Relaxation Length of a Dilute Impurity Under Preferential Sputtering: test program

```python
"""
Result under test: a dilute impurity in a well-mixed altered layer of
thickness d relaxes, under sputtering, over the eroded depth
    L = d * Y_host / Y_imp     towards     c_bulk * Y_host / Y_imp.
Symbols: Y_host, Y_imp  component yields (atoms per ion per unit fraction)
         r = Y_imp / Y_host      c = impurity atomic fraction in the layer
         z = eroded depth        M = mixing diffusivity / recession speed
Lengths are in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp


def dilute_law(z, d, r, c_bulk, c_start):
    """Derived exponential law."""
    steady = c_bulk / r
    return steady + (c_start - steady) * np.exp(-z * r / d)


def atom_by_atom(r, c_bulk, sites, start_count, steps_per_block, blocks):
    """Exact mean impurity fraction when single atoms are removed with
    probability weighted by yield and replaced by random bulk atoms."""
    top = 60
    k = np.arange(top + 1)
    p_remove = r * k / (sites - k + r * k)
    down = p_remove * (1 - c_bulk)
    up = (1 - p_remove) * c_bulk
    up[-1] = 0.0
    step = np.diag(1 - up - down) + np.diag(up[:-1], -1) + np.diag(down[1:], 1)
    block = np.linalg.matrix_power(step, steps_per_block)
    prob = np.zeros(top + 1)
    prob[start_count] = 1.0
    means = [k @ prob / sites]
    for _ in range(blocks):
        prob = block @ prob
        means.append(k @ prob / sites)
    assert prob[-1] < 1e-9          # truncation of the count is harmless
    return np.array(means)


def species_balance(d, y_host, y_imp, c_bulk, c_start, stick=0.0, y_gas=1.0):
    """Integrate host, impurity and retained gas over ions per layer site."""
    gas0 = stick / y_gas

    def rates(_, s):
        host, imp, gas, _z = s
        inflow = y_host * host + y_imp * imp + y_gas * gas - stick
        return [inflow * (1 - c_bulk) - y_host * host,
                inflow * c_bulk - y_imp * imp,
                stick - y_gas * gas, inflow * d]

    end = 25 / y_imp
    sol = solve_ivp(rates, (0, end), [1 - c_start - gas0, c_start, gas0, 0.0],
                    method="DOP853", t_eval=np.linspace(0, end, 4001),
                    rtol=1e-11, atol=1e-16)
    assert sol.success
    return sol.y[3], sol.y[1]


def late_length(z, c):
    """Decay length of the deviation from the final value, late in the run."""
    dev = np.abs(c - c[-1])
    i = np.argmax(dev < 1e-3 * dev[0])
    j = np.argmax(dev < 1e-4 * dev[0])
    return (z[j] - z[i]) / np.log(dev[i] / dev[j])


def mixing_operator(d, r, M, cells):
    """Finite-volume operator for drift to the surface plus mixing."""
    h = d / cells
    near, deep = 0.5 - M / h, 0.5 + M / h
    A = np.zeros((cells, cells))
    for i in range(cells - 1):      # flux towards the surface, cell i+1 to i
        A[i, i] += near / h
        A[i, i + 1] += deep / h
        A[i + 1, i] -= near / h
        A[i + 1, i + 1] -= deep / h
    surface_factor = (2 * M / h) / (2 * M / h - 1 + r)
    A[0, 0] -= r * surface_factor / h
    return A, h


def mixing_length(d, r, M, cells):
    A, _ = mixing_operator(d, r, M, cells)
    return -1 / np.max(np.linalg.eigvals(A).real)


# ---------- example inputs (rough or round values) ----------
d = 2.0                  # altered layer, nm
y_si, y_b = 0.5, 0.25    # component yields
boron_cm3 = 1e20
current_mA_cm2 = 0.1
ion_eV = 500.0
gas_fraction = 0.05      # retained argon in the layer
displacement_eV = 15.0
relocation_nm = 1.0      # rms distance of one relocation

r = y_b / y_si
a_cm = const.value("lattice parameter of silicon") * 100
n_cm3 = 8 / a_cm**3
c_b = boron_cm3 / n_cm3
L = d / r
flux = current_mA_cm2 * 1e-3 / const.e
speed = flux * y_si / n_cm3 * 1e7
dose_L = n_cm3 * L * 1e-7 / y_si

# ---------- relaxation law against atom-by-atom replacement ----------
sites, c_chain = 2000, 0.002
z_blocks = d * np.arange(11)
chain_error = {}
for ratio in (r, 2.0):
    means = atom_by_atom(ratio, c_chain, sites, 4, sites, 10)
    law = dilute_law(z_blocks, d, ratio, c_chain, c_chain)
    chain_error[ratio] = np.max(np.abs(means / law - 1))
    # finite dilution and finite layer size allow a few parts per thousand
    assert chain_error[ratio] < 5e-3
    if ratio == r:
        chain_table = means / c_chain

# ---------- relaxation law against integrated species balances ----------
for y_test in (0.25, 1.0):
    z, c = species_balance(d, y_si, y_test, 1e-6, 1e-6)
    assert np.allclose(c, dilute_law(z, d, y_test / y_si, 1e-6, 1e-6),
                       rtol=1e-5)
z, c = species_balance(d, y_si, y_b, 0.0, 1e-6)
tail_decade = np.interp(-np.log10(0.1), -np.log10(c / c[0]), z)
assert abs(tail_decade / (L * np.log(10)) - 1) < 1e-4

# ---------- emitted ratio, from the balance run of the example ----------
z_ex, c_ex = species_balance(d, y_si, y_b, c_b, c_b)
emitted = y_b * c_ex / (y_si * (1 - c_ex))
bulk_ratio = c_b / (1 - c_b)
assert abs(emitted[0] / bulk_ratio - r) < 1e-6
assert abs(emitted[-1] / bulk_ratio - 1) < 1e-6

# ---------- finite dilution ----------
def length_any_dilution(ratio, cb):
    return d * ratio / (ratio + cb * (1 - ratio))**2


L_dilution = late_length(z_ex, c_ex)
assert abs(L_dilution / length_any_dilution(r, c_b) - 1) < 2e-3
r_slow, cb_slow = 0.02, 0.02
z, c = species_balance(d, y_si, r_slow * y_si, cb_slow, cb_slow)
L_slow, c_slow = late_length(z, c), c[-1]
assert abs(L_slow / length_any_dilution(r_slow, cb_slow) - 1) < 5e-3
assert abs(c_slow / (cb_slow / (r_slow + cb_slow * (1 - r_slow))) - 1) < 1e-5

# ---------- retained projectile atoms ----------
z, c = species_balance(d, y_si, y_b, 1e-6, 1e-6, 1.0, 1 / gas_fraction)
L_gas = late_length(z, c)
assert abs(L_gas / (L * (1 - gas_fraction)) - 1) < 1e-3

# ---------- incomplete mixing ----------
for ratio in (0.5, 2.0):
    small = 0.01                    # d / M
    slope = (1 - mixing_length(d, ratio, d / small, 200) * ratio / d) / small
    # next order in d/M is of relative size d/M
    assert abs(slope - (0.5 - ratio / 3)) < 0.01
n_disp = 0.8 * ion_eV / (2 * displacement_eV)
M = n_disp * relocation_nm**2 / (6 * d * y_si)
L_mix_coarse = mixing_length(d, r, M, 200)
L_mix = mixing_length(d, r, M, 400)
assert abs(L_mix / L_mix_coarse - 1) < 1e-3
L_mix_first = L * (1 - d / M * (0.5 - r / 3))
A, h = mixing_operator(d, r, M, 400)
source = np.zeros(400)
source[-1] = 1 / h                  # bulk fraction set to one
profile = np.linalg.solve(A, -source)
x = (np.arange(400) + 0.5) * h
assert np.allclose(profile, 1 + (1 / r - 1) * np.exp(-x / M), rtol=1e-4)

# ---------- output ----------
print(f"Altered layer thickness d: {d:.1f} nm")
print(f"Component yields Si, B: {y_si:.2f}, {y_b:.2f} atoms/ion")
print(f"Yield ratio r = Y_B/Y_Si: {r:.2f}")
print(f"Silicon atomic density: {n_cm3:.3e} cm^-3")
print(f"Bulk boron density: {boron_cm3:.1e} cm^-3")
print(f"Bulk boron atomic fraction: {c_b:.3e}")
print(f"Relaxation length L: {L:.2f} nm")
print(f"Steady layer boron density: {boron_cm3 / r:.2e} cm^-3")
print(f"Tail after doped region, L ln10: {L * np.log(10):.2f} nm/decade")
print(f"Tail from species balance: {tail_decade:.2f} nm/decade")
print(f"Ion current density: {current_mA_cm2:.2f} mA/cm^2")
print(f"Ion flux: {flux:.3e} cm^-2 s^-1")
print(f"Recession speed: {speed:.4f} nm/s")
print(f"Time to erode L: {L / speed:.1f} s")
print(f"Ion dose to erode L: {dose_L:.2e} cm^-2")
print("Layer enrichment c/c_bulk: depth nm, law, atom-by-atom")
for i in (0, 1, 2, 4, 6, 10):
    law = dilute_law(z_blocks[i], d, r, 1.0, 1.0)
    print(f"  {z_blocks[i]:5.1f}  {law:.4f}  {chain_table[i]:.4f}")
print(f"Atom-by-atom test: {sites} sites, bulk fraction {c_chain:.3f}")
print(f"Largest relative deviation, r={r:.1f}: {chain_error[r]:.1e}")
print(f"Largest relative deviation, r=2.0: {chain_error[2.0]:.1e}")
print(f"Emitted B/Si over bulk B/Si, start: {emitted[0] / bulk_ratio:.3f}")
print(f"Emitted B/Si over bulk B/Si, end: {emitted[-1] / bulk_ratio:.3f}")
print(f"L with finite dilution: {L_dilution:.3f} nm")
print(f"  change from L: {100 * (L_dilution / L - 1):.2f} %")
print(f"Slow impurity case: r={r_slow:.2f}, bulk fraction={cb_slow:.2f}")
print(f"  dilute length d/r: {d / r_slow:.1f} nm")
print(f"  true late length: {L_slow:.1f} nm")
print(f"  steady layer fraction: {c_slow:.3f}")
print(f"Retained argon fraction (rough): {gas_fraction:.2f}")
print(f"L with retained argon: {L_gas:.3f} nm")
print(f"  change from L: {100 * (L_gas / L - 1):.1f} %")
print(f"Ion energy: {ion_eV:.0f} eV")
print(f"Displacement energy (rough): {displacement_eV:.0f} eV")
print(f"Displacements per ion: {n_disp:.1f}")
print(f"Relocation distance (rough): {relocation_nm:.1f} nm")
print(f"Mixing length M = D/v: {M:.2f} nm")
print(f"Ratio d/M: {d / M:.2f}")
print(f"L with incomplete mixing: {L_mix:.3f} nm")
print(f"  change from L: {100 * (L_mix / L - 1):.1f} %")
print(f"  first-order estimate: {L_mix_first:.3f} nm")
print(f"  shift, 200 to 400 cells: {L_mix - L_mix_coarse:.1e} nm")
print(f"Steady layer mean c/c_bulk, incomplete mixing: {profile.mean():.3f}")
print("checks complete")
```

Output:

```
Altered layer thickness d: 2.0 nm
Component yields Si, B: 0.50, 0.25 atoms/ion
Yield ratio r = Y_B/Y_Si: 0.50
Silicon atomic density: 4.994e+22 cm^-3
Bulk boron density: 1.0e+20 cm^-3
Bulk boron atomic fraction: 2.002e-03
Relaxation length L: 4.00 nm
Steady layer boron density: 2.00e+20 cm^-3
Tail after doped region, L ln10: 9.21 nm/decade
Tail from species balance: 9.21 nm/decade
Ion current density: 0.10 mA/cm^2
Ion flux: 6.242e+14 cm^-2 s^-1
Recession speed: 0.0625 nm/s
Time to erode L: 64.0 s
Ion dose to erode L: 4.00e+16 cm^-2
Layer enrichment c/c_bulk: depth nm, law, atom-by-atom
    0.0  1.0000  1.0000
    2.0  1.3935  1.3928
    4.0  1.6321  1.6307
    8.0  1.8647  1.8619
   12.0  1.9502  1.9466
   20.0  1.9933  1.9889
Atom-by-atom test: 2000 sites, bulk fraction 0.002
Largest relative deviation, r=0.5: 2.2e-03
Largest relative deviation, r=2.0: 1.6e-03
Emitted B/Si over bulk B/Si, start: 0.500
Emitted B/Si over bulk B/Si, end: 1.000
L with finite dilution: 3.984 nm
  change from L: -0.40 %
Slow impurity case: r=0.02, bulk fraction=0.02
  dilute length d/r: 100.0 nm
  true late length: 25.5 nm
  steady layer fraction: 0.505
Retained argon fraction (rough): 0.05
L with retained argon: 3.800 nm
  change from L: -5.0 %
Ion energy: 500 eV
Displacement energy (rough): 15 eV
Displacements per ion: 13.3
Relocation distance (rough): 1.0 nm
Mixing length M = D/v: 2.22 nm
Ratio d/M: 0.90
L with incomplete mixing: 3.038 nm
  change from L: -24.0 %
  first-order estimate: 2.800 nm
  shift, 200 to 400 cells: -9.5e-07 nm
Steady layer mean c/c_bulk, incomplete mixing: 1.659
checks complete
```
